# Topping depolarisation and the work-function shift of a square dipole layer

## Question

I'm stuck on an exercise about adsorbed layers on a semiconductor. Identical dipoles stand normal to the surface, one on each site of a square lattice with spacing 3.84 Å. An isolated adsorbate has a dipole of 0.5 D and a polarisability of 3 Å$^3$. I have to show that mutual depolarisation cuts the work-function shift from 1.28 to 0.86 eV.

I can get 1.28 eV by treating the layer as a parallel-plate capacitor. Then I calculate the field that the neighbours produce at one site, multiply by the polarisability, and subtract the induced dipole. That leaves me with 0.67 eV. Where is my error? Should there also be a dielectric constant in the capacitor formula? And how far should I trust 0.86 eV for a real surface?

## Answer

Your 0.67 eV comes from letting neighbours of the full 0.5 D act on the chosen dipole. Those neighbours are depolarised too, so their field is weaker than you assumed. The moment must be found self-consistently, and no further dielectric constant is then needed.

I take the dipoles as point-like, linear and rigidly normal, with full coverage and interaction through vacuum. Substrate images come in later. The moment $\mu$ is positive when its positive end points outward. The polarisability volume $\alpha$ is defined by $p_{\rm ind}=4\pi\varepsilon_0\alpha E$.

### From dipole to work function

Represent each dipole by charges $\pm q$ a distance $l$ apart, so $\mu=ql$. Averaged along the surface, $n$ dipoles per unit area form two sheets with charge densities $\pm nq$. Gauss's law gives a field of magnitude $nq/\varepsilon_0$ between them and no average field outside. The potential therefore rises, from the inside to the outside, by

$$\Delta V=\frac{nq}{\varepsilon_0}\,l=\frac{n\mu}{\varepsilon_0}.$$

An electron has charge $-e$, so its energy outside is lowered by $e\Delta V$:

$$\Delta\Phi=-\frac{e n\mu}{\varepsilon_0}.$$

With the positive end outward the work function falls; with the dipoles reversed it rises. The values below are magnitudes.

The real layer is discrete, but this does not alter the step. Outside the charges, a lateral Fourier component of the potential with wavevector $g$ obeys $\phi_g''=g^2\phi_g$, so it decays as $e^{-gz}$. The smallest nonzero $g$ is $2\pi/a$, which gives a decay length of $a/2\pi\approx0.6$ Å. A few ångströms away, the average step is what remains.

For your lattice,

$$n=\frac1{a^2}=6.782\times10^{14}\ \text{cm}^{-2}=6.782\times10^{18}\ \text{m}^{-2}.$$

Since 1 D is $3.33564\times10^{-30}$ C m, the isolated moment is $\mu_0=1.668\times10^{-30}$ C m. Without depolarisation,

$$\frac{n\mu_0}{\varepsilon_0}=\frac{(6.782\times10^{18})(1.668\times10^{-30})}{8.854\times10^{-12}}\ \text{V}=1.277\ \text{V},$$

which is a shift of 1.28 eV.

### The field of the neighbours

Take a point in the mid-plane of one dipole, at lateral distance $R$. The positive charge lies $l/2$ above the plane and the negative charge $l/2$ below it. Their lateral fields cancel, and their normal fields are equal and both point down:

$$E_z=-2\,\frac{q}{4\pi\varepsilon_0}\,\frac{l/2}{(R^2+l^2/4)^{3/2}}\;\longrightarrow\;-\frac{\mu}{4\pi\varepsilon_0R^3}\qquad(l\ll R).$$

The field opposes the neighbouring dipole. Summed over all other sites,

$$E=-\frac{S\mu}{4\pi\varepsilon_0},\qquad S=\sum_{\mathbf R\ne0}\frac1{R^3}=\frac{C}{a^3},$$

where $C$ is a pure number. To find it, measure distances in units of $a$, add the sites inside a disc of radius $\rho$, and replace the rest by a continuum with one site per unit area:

$$\int_\rho^\infty\frac{2\pi r\,dr}{r^3}=\frac{2\pi}{\rho}.$$

| $\rho$ | Sum inside disc | With tail |
|---:|---:|---:|
| 10 | 8.4079 | 9.0362 |
| 50 | 8.9079 | 9.0335 |
| 400 | 9.0179 | 9.0336 |

Thus $C=9.034$. The four nearest neighbours supply 4 of this, or 44%. Keeping them alone would give a shift of 1.05 eV, so the distant sites matter.

### The self-consistent dipole

In an infinite lattice with identical adsorbates every site has the same surroundings, so I look for a solution in which every dipole has the same final moment $\mu$. That moment is the isolated one plus the one induced by the neighbours:

$$\mu=\mu_0+4\pi\varepsilon_0\alpha E=\mu_0-\alpha S\mu.$$

Collecting the terms in $\mu$ gives $(1+\alpha S)\mu=\mu_0$, and hence Topping's formula:

$$\boxed{\mu=\frac{\mu_0}{1+\alpha S}}$$

Now insert the numbers:

$$S=\frac{9.0336}{(3.84\ \text{Å})^3}=0.1595\ \text{Å}^{-3},\qquad \alpha S=0.4786,$$

$$\mu=\frac{0.5\ \text{D}}{1.4786}=0.338\ \text{D}.$$

The work-function shift is proportional to the moment, so

$$|\Delta\Phi|=\frac{1.277\ \text{eV}}{1.4786}=0.864\ \text{eV}\approx0.86\ \text{eV}.$$

Depolarisation has removed 0.41 eV.

Your calculation used $\mu_0$ on the right-hand side in place of $\mu$, which gives

$$\mu_0(1-\alpha S)=0.5214\,\mu_0$$

and a shift of 0.67 eV. This is the start of the series $\mu_0(1-\alpha S+\alpha^2S^2-\cdots)$, which converges here because $\alpha S<1$. The next term is positive: it restores part of the moment because the neighbours have become weaker. Stopping after the first correction is justified only when $\alpha S\ll1$.

The assumption of equal moments can be tested. I solved the coupled equations for circular patches with radii of $12a$ and $24a$, leaving every moment free. The far neighbours missing from a patch leave an error in the central moment that falls, to leading order, as one over the radius. Extrapolating on that basis gives $\mu/\mu_0=0.6763$, in agreement with the formula. Other pairs of radii tried between $8a$ and $28a$ change the last digit by one or two; the smaller pair $6a$, $12a$ gives 0.6768.

### Why there is no extra dielectric constant

Gauss's law needs the total charge in the layer. The final moment $\mu$ already contains the induced charge, so the step is $n\mu/\varepsilon_0$. You may equally write it as

$$\Delta V=\frac{n\mu_0}{\varepsilon_0(1+\alpha S)}$$

and call $1+\alpha S=1.48$ an effective dielectric constant. Dividing $n\mu/\varepsilon_0$ by that factor again would count the same polarisation twice.

### An energy check

The same result follows from minimising the energy. Inducing a moment $\mu-\mu_0$ costs $(\mu-\mu_0)^2/(2\alpha)$, apart from the common factor $1/4\pi\varepsilon_0$. The repulsion between dipoles adds $S\mu^2/2$ per site; the half appears because each pair is shared by two sites. Thus

$$U=\frac1{4\pi\varepsilon_0}\left[\frac{(\mu-\mu_0)^2}{2\alpha}+\frac{S\mu^2}{2}\right].$$

Setting $dU/d\mu=0$ gives $(\mu-\mu_0)/\alpha+S\mu=0$, which is the self-consistency equation. The second derivative is proportional to $1/\alpha+S>0$, so this is a minimum. Putting $\mu-\mu_0=-\alpha S\mu$ back into $U$,

$$U_{\min}=\frac{\alpha S^2\mu^2+S\mu^2}{8\pi\varepsilon_0}
=\frac{S\mu\,(1+\alpha S)\mu}{8\pi\varepsilon_0}
=\frac{S\mu_0\mu}{8\pi\varepsilon_0}.$$

This is 8.4 meV per adsorbate, about a third of $kT=25.9$ meV at 300 K. In this model the dipole repulsion lowers the mean binding energy by that amount. The effect on the work function is much more conspicuous than the effect on binding.

### What happens at other densities

For a square lattice of any spacing $a$, substitute $n=1/a^2$ and $S=C/a^3$:

$$|\Delta\Phi|=\frac{e\mu_0}{\varepsilon_0}\,\frac{1}{a^2(1+\alpha C/a^3)}
=\frac{e\mu_0}{\varepsilon_0}\,\frac{a}{a^3+\alpha C}.$$

When $a^3\gg\alpha C$, the dipoles are independent and the shift is proportional to density. To find where compression stops helping, differentiate the last fraction. Its derivative vanishes when $a^3+\alpha C-3a^3=0$, that is, when $\alpha S=2$. A denser layer would have a smaller shift in this model. For your polarisability the maximum falls at a spacing of 2.4 Å, too close for molecules to be treated as point dipoles, so do not read it as a prediction for a real layer. Your layer has $\alpha S=0.48$, well on the dilute side of that maximum.

A half layer shows the curvature. Fill alternate sites in a checkerboard. The occupied sites form a square lattice of spacing $\sqrt2a$, so $S$ falls by $2^{3/2}$ and $\alpha S$ becomes 0.169. The shift is

$$\frac{0.5\times1.277\ \text{eV}}{1.169}=0.546\ \text{eV}.$$

With this ordered filling, the first half of the molecules gives 0.55 eV and the second half adds 0.32 eV. The dipole repulsion alone is too weak to enforce such order at room temperature. If the sites are filled at random, each molecule has on average half the neighbours of the full layer, so $\alpha S$ is effectively 0.239 and the half layer gives about 0.52 eV. If you measured the full-layer shift and converted it with the capacitor formula, you would obtain the dipole in the layer, 0.34 D, and not the isolated value of 0.5 D.

### How the substrate changes the answer

A semiconductor also responds to the dipoles. Let its relative permittivity be $\varepsilon$, and place a charge $q$ at height $d$. Above the surface, add an image $-kq$ at depth $d$; below it, use the potential of a charge $tq$ at the original position. Continuity of the potential requires $1-k=t$. Continuity of the normal displacement requires $1+k=\varepsilon t$. Solving these two equations,

$$k=\frac{\varepsilon-1}{\varepsilon+1},\qquad t=\frac2{\varepsilon+1}.$$

Reflection reverses both the charges and their vertical order, so a normal dipole $\mu$ has a parallel image $k\mu$. An image at lateral distance $R$ and vertical distance $h=2d$ produces the normal field

$$\frac{k\mu}{4\pi\varepsilon_0}\left[\frac{3h^2}{(R^2+h^2)^{5/2}}-\frac1{(R^2+h^2)^{3/2}}\right].$$

Let $G$ be the sum of the bracket over all sites, including $R=0$. The dipole's own image contributes $2/h^3=1/(4d^3)$. If $\mu_b$ is the bare moment before any image acts, then

$$\mu=\mu_b-\alpha S\mu+\alpha kG\mu
\quad\Rightarrow\quad
\mu=\frac{\mu_b}{1+\alpha S-\alpha kG}.$$

An isolated adsorbate on the same surface feels its own image alone, so its moment is $\mu_0=\mu_b/[1-\alpha k/(4d^3)]$. Eliminating $\mu_b$,

$$\frac{\mu}{\mu_0}=\frac{1-\alpha k/(4d^3)}{1+\alpha S-\alpha kG}.$$

It now matters what "isolated dipole" means. For $\varepsilon=12$, a rough value for a common semiconductor, $k=0.846$ and the shifts are:

| Height $d$ | 0.5 D is the moment in place | 0.5 D is the bare moment |
|---:|---:|---:|
| 1.5 Å | 0.73 eV | 0.90 eV |
| 2.0 Å | 0.80 eV | 0.87 eV |
| 2.5 Å | 0.83 eV | 0.87 eV |

In the first reading, the isolated moment already includes the enhancement by its own image. In the full layer the other images largely cancel that enhancement, since a uniform image sheet produces no field outside itself and only the lateral ripple survives. The shift therefore falls below 0.86 eV. In the second reading the remaining image field slightly raises the moment.

Treat these numbers as illustrative. A sharp boundary with the bulk permittivity overstates the response at such short distances, where a semiconductor screens less well. With model permittivities for silicon that fall with wavevector (the Resta, Inkson and Cappellini forms) and specular reflection of the electrons at the same boundary, the first entry at 1.5 Å becomes 0.79–0.81 eV, depending on the model, and the second about 0.87 eV. The treatment of the surface matters at least as much as the choice of model: simply inserting $\varepsilon(g)$ into $k$ for each lateral wavevector $g$ gives 0.76–0.77 eV and 0.87–0.88 eV.

The conversion from final moment to work function is unchanged. The potential far above is $(1+k)n\mu/(2\varepsilon_0)$ and that deep below is $-tn\mu/(2\varepsilon_0)$. Because $t=1-k$, their difference is again $n\mu/\varepsilon_0$.

### How far to trust 0.86 eV

The polarisability is roughly that of acetylene across its axis, so it is reasonable for a small molecule. The density is high for molecules: every site of a 3.84 Å lattice is filled. The example is a model of a dense molecular layer, not a prediction for acetylene on a particular surface.

Band bending can matter more than the images. The measured work function includes both the surface dipole and the bending of the bands beneath it. Suppose the bands start flat and adsorption creates a depletion layer of width $w$ at doping $N$. Integrating the field of its uniform charge gives a bending voltage

$$V_b=\frac{eNw^2}{2\varepsilon\varepsilon_0},\qquad
Nw=\sqrt{\frac{2\varepsilon\varepsilon_0NV_b}{e}}.$$

For $N=10^{17}$ cm$^{-3}$ and $V_b=0.3$ V, the trapped surface charge is $6.3\times10^{11}$ electronic charges per cm$^2$. The gradual edge of the depletion layer at 300 K lowers this by about 4%, to $6.0\times10^{11}$. Either way it is about one charge per thousand adsorbates. On n-type material, trapped electrons bend the bands upward and raise the work function, leaving a net lowering of 0.56 eV for outward-positive dipoles. On p-type material, trapped holes bend them downward and make the lowering 1.16 eV. The value 0.86 eV applies at fixed band bending.

Two other approximations are milder for these parameters:

- **Finite size.** Give each dipole a length $l=1$ Å and average the neighbour's field along that length. The factor $1/R^3$ becomes $(2/l^2)\left(1/R-1/\sqrt{R^2+l^2}\right)$. This lowers $C$ to 8.79 and raises the shift to 0.87 eV.
- **Linear response.** The depolarising field is 16 MV/cm. With rough hyperpolarisabilities $\beta=30$ and $\gamma=3000$ atomic units, the terms $\beta E^2/2$ and $\gamma E^3/6$ together amount to 0.2–0.3% of the linear induced dipole, depending on the sign of $\beta$ along the field.

So 0.86 eV is the correct answer to the exercise. For a real surface, the adsorption height and the definition of the isolated dipole can change it by several hundredths of an electronvolt or more, and charge trapped at the surface can change it by a few tenths. The numerical output below lists the main values.

## Numbers as computed

```
lattice constant a = 3.84 angstrom
isolated dipole mu0 = 0.50 D
polarisability volume = 3.0 angstrom^3
1 debye = 3.33564e-30 C m
site density n = 6.782e+14 cm^-2
disc radius 10 a: sum 8.4079, with tail 9.0362
disc radius 50 a: sum 8.9079, with tail 9.0335
disc radius 400 a: sum 9.0179, with tail 9.0336
lattice-sum constant C = 9.0336
C from zeta functions = 9.0336
nearest-neighbour share of C = 44.3 %
S = 0.1595 angstrom^-3
alpha*S = 0.4786
reduced dipole mu = 0.3382 D
mu/mu0 = 0.6763
mu/mu0 from solved patches = 0.6763
shift without depolarisation = 1.277 eV
shift with depolarisation = 0.864 eV
reduction of shift = 0.413 eV
nearest neighbours only = 1.054 eV
single correction only = 0.666 eV
ordered half layer = 0.546 eV
depolarising field = 16.17 MV/cm
repulsion per adsorbate = 8.42 meV
kT at 300 K = 25.85 meV
substrate relative permittivity = 12
image factor k = 0.8462
height 1.5 angstrom, mu0 in place: 0.733 eV
height 1.5 angstrom, mu0 bare: 0.903 eV
height 2.0 angstrom, mu0 in place: 0.801 eV
height 2.0 angstrom, mu0 bare: 0.871 eV
height 2.5 angstrom, mu0 in place: 0.830 eV
height 2.5 angstrom, mu0 bare: 0.865 eV
dipole length tried = 1.0 angstrom
C for that length = 8.787
shift for that length = 0.872 eV
rough beta = 30, gamma = 3000 atomic units
nonlinear part of induced dipole = 0.26 %
doping = 1.0e+17 cm^-3
band bending considered = 0.3 eV
trapped charge needed = 6.31e+11 e/cm^2
trapped charge per adsorbate = 9.30e-04 e
```
